# Local self-interaction correction: from scattering resonance to bound state

## Definitions and conventions

Hartree units are used, $H=-\tfrac12\nabla^2+v$, $\kappa=\sqrt{2\varepsilon}$. Each atom has a sphere of radius $S$, the spheres do not overlap, and $v=0$ between them. Inside, the local-spin-density potential $v_{\rm LSD}(r)$ of the spin considered is spherical. $L=(l,m)$ labels a channel, $h_l=j_l+in_l$, and $W[f,g]=fg'-f'g$. From $j_ln_l'-j_l'n_l=z^{-2}$ follow $W[rj_l,rn_l]=1/\kappa$ and $W[rj_l,rh_l]=i/\kappa$, with Bessel argument $\kappa r$. At small $z$, $j_l\to z^l/(2l+1)!!$ and $n_l\to-(2l-1)!!/z^{l+1}$. Every spherical Bessel function $f_l$ obeys
$$f_l'=f_{l-1}-\tfrac{l+1}{z}f_l=\tfrac lz f_l-f_{l+1}.$$
The regular solution of $u''=2[v+l(l+1)/2r^2-\varepsilon]u$ is fixed by $u\to r^{l+1}$. This condition and the equation contain $\kappa$ through $\varepsilon$ alone, so $u$ is entire in $\varepsilon$ and real for real $\varepsilon$.

The model carried along has round parameters and stands for no material: $v_{\rm LSD}=-V_0$ for $r<a$ and zero beyond, $V_0=16.4$ Ha, $a=1$ bohr, $S=2.5$ bohr, Fermi level $\varepsilon_F=0.3$ Ha, corrected channel $L=(3,3)$, Slater exchange with PW92 correlation. $v_{\rm LSD}$ is frozen; its relaxation, relativity and a full lattice are left out. All figures refer to the numerical output below.

## One sphere without correction

A free radial Green function $c\,j_l(\kappa r_<)h_l(\kappa r_>)$ must satisfy $(\varepsilon-H)G=\delta$, so its slope jumps by $2/r^2$. The jump is $c\,W[rj,rh]/r^2=ci/(\kappa r^2)$, hence $c=-2i\kappa$. The Lippmann-Schwinger equation then gives, outside the sphere, $R=j_l-2i\kappa\,t\,h_l$, which defines $t$. The phase-shift form is $R=e^{i\delta}(\cos\delta\,j_l-\sin\delta\,n_l)$. The $n_l$ coefficients give $2\kappa t=-e^{i\delta}\sin\delta$, and the $j_l$ coefficients then agree because $1+ie^{i\delta}\sin\delta=e^{i\delta}\cos\delta$. With $u\propto rR$ one has $W[rj,u]\propto-2i\kappa t\,(i/\kappa)$ and $W[rh,u]\propto-i/\kappa$, and the ratio gives
$$t=-\frac{e^{i\delta}\sin\delta}{2\kappa}=\frac{W[rj_l,u]}{2i\kappa\,W[rh_l,u]}.$$
The poles of $t$ are zeros of the Jost function
$$F=\frac{i\kappa^{l+1}W[rh_l,u]_S}{(2l+1)!!}=P+i\kappa^{2l+1}Q,\quad P=\frac{W[y,u]}{(2l+1)!!},\quad Q=\frac{\kappa^{-l}W[rj_l,u]}{(2l+1)!!},$$
with $y=-\kappa^{l+1}rn_l$. Both $y$ and $\kappa^{-l}j_l$ are power series in $\kappa^2$, so $P$ and $Q$ are entire in $\varepsilon$ and real on its real axis, and $F(-\kappa^*)=F(\kappa)^*$. For $u=Ar(\cos\delta\,j-\sin\delta\,n)$ one finds $W[rh,u]=A(-i\cos\delta-\sin\delta)/\kappa=-iAe^{-i\delta}/\kappa$, so $F=\kappa^lAe^{-i\delta}/(2l+1)!!$ and $\delta=-\arg F$.

Limit $v=0$: $u=(2l+1)!!\,rj_l/\kappa^l$, so $A=(2l+1)!!/\kappa^l$, $\delta=0$ and $F=1$, as tested at real, imaginary and complex $\kappa$.

Let $P$ vanish at a real $\varepsilon_0>0$ where $\kappa^{2l+1}Q$ is small, and let $\dot P=\partial P/\partial\varepsilon$. To first order in $\varepsilon-\varepsilon_0$,
$$\tan\delta=-\frac{\kappa^{2l+1}Q}{P}\approx\frac{\Gamma/2}{\varepsilon_0-\varepsilon},\qquad \frac\Gamma2=\frac{\kappa^{2l+1}Q}{\dot P},$$
and $F=0$ at $\varepsilon_0-i\Gamma/2$. This is the Breit-Wigner form, valid while $\kappa^{2l+1}Q/\dot P$ changes little over a width.

For the square well, $P=0$ means matching to $rn_l$ at $a$. The recurrence gives $(rf_l(kr))'/(rf_l)=kf_{l-1}/f_l-l/r$, so $Kj_{l-1}(Ka)/j_l(Ka)=\kappa n_{l-1}/n_l\approx\kappa^2a/(2l-1)$ with $K^2/2=V_0+\varepsilon$. At $\varepsilon=0$ this needs $j_{l-1}(Ka)=0$, which fixes the critical depth $V_c=16.6087$ Ha. At that zero $j_{l-1}'=-j_l$, so the left side is $-aK\,\delta K=-a[\varepsilon-(V_c-V_0)]$. Solving,
$$\varepsilon_0\approx\frac{2l-1}{2l+1}(V_c-V_0)=\tfrac57(0.2087)=0.1491\ \text{Ha}.$$
The computed zero is $\kappa=0.543870-7.7093\times10^{-5}i$. It gives $\varepsilon_r={\rm Re}\,\kappa^2/2=0.147897$ Ha (4.02 eV), which the estimate exceeds by 0.8% of $\varepsilon_r$, and $\Gamma=2(0.543870)(7.7093\times10^{-5})=8.386\times10^{-5}$ Ha (2.28 meV). The phases were tested against the closed square-well expression, and the rise between $\varepsilon_r\pm\Gamma/2$ is 1.5708 rad, the Breit-Wigner $\pi/2$.

## The functional and its operator

Let $\psi_{k,L}(r)=\int d\Omega\,Y_L^*\psi_k$. The local correction assigns to the channel the spherical density and energy
$$n_L(r)=\frac1{4\pi}\sum_k|\psi_{k,L}(r)|^2,\qquad E_{\rm SIC}=-U[n_L]-E_{xc}[n_L,0],\qquad r<S,$$
where $k$ runs over all occupied valence states of the spin, core states of the same $L$ are excluded, and $U$ is the Hartree energy of $n_L$. The spherical average replaces $|Y_L|^2$ by $1/4\pi$ and is an approximation. At fixed occupations, $\delta n_L=(1/4\pi)\sum_k\psi_{k,L}\,\delta\psi_{k,L}^*+{\rm c.c.}$, and $\delta(U+E_{xc})=\int d^3r\,(v_H+v_{xc})\,\delta n_L$. The angular integral of this spherical integrand gives $4\pi$, which cancels the prefactor. Inserting $\delta\psi^*_{k,L}=\int d\Omega\,Y_L\,\delta\psi_k^*$,
$$\delta E_{\rm SIC}=\sum_k\int d^3r\,\delta\psi_k^*\,\Delta v(r)\,Y_L\,\psi_{k,L}(r)+{\rm c.c.},\qquad \Delta v=-v_H[n_L]-v_{xc}[n_L,0].$$
The added operator is $P_L\Delta vP_L$ with $P_L=|Y_L\rangle\langle Y_L|$. It is Hermitian because $\Delta v$ is real and commutes with $P_L$, and it is the same for every state in the sum, so these states are eigenstates of one Hermitian Hamiltonian and are orthogonal without off-diagonal Lagrange multipliers. States of the same $L$ left out of the sum do not feel the operator, so their orthogonality to the states in the sum is not guaranteed. This applies to excluded core states; the model has none in its channel. A finite-difference variation of $E_{\rm SIC}$ for two off-centre Gaussian orbitals with plane-wave phases, each a mixture of many $L$, on a three-dimensional grid gave $-0.00083849$ Ha, equal to the operator expression in all printed digits.

Projecting the Schrödinger equation on $Y_{L'}$ gives a radial equation with potential $v_{\rm LSD}+\delta_{L'L}\Delta v$, since $P_LY_{L'}=\delta_{LL'}Y_L$. The matrix $t$ stays diagonal and the element $t_L$ alone is replaced. It now depends on $m$, so the choice of $L$ and of the axis breaks the rotational invariance of the shell.

Two limits check the construction. For one electron wholly inside $S$ in an $s$ state, $n_L=|\psi|^2$ and $E_{\rm SIC}$ is the Perdew-Zunger correction. For a nearly empty channel, scaling $n_L$ by $N$ scales $v_H$ as $N$ and the exchange potential $v_x=-(6n_L/\pi)^{1/3}$ as $N^{1/3}$, so at any fixed $r>0$ where $n_L\neq0$ the Hartree and exchange part of $\Delta v$ turns repulsive as $N\to0$. For $l\ge1$, $v_x\propto r^{2l/3}$ vanishes at the nucleus while $v_H$ does not, so a small core that shrinks with $N$ stays attractive. Attraction therefore has to be checked for each channel, and the occupation need not be small for it to fail. In the model, with the shape of the density fixed, the Hartree and exchange part of $\Delta v$ averaged over the level is about $-0.99N+0.62N^{1/3}$ Ha (from the integrals in the last section), which is repulsive for $N$ below about 0.49; correlation raises this bound slightly.

## The channel density

The single-site radial Green function is $-2i\kappa R(r_<)H(r_>)$, where $H=h_l$ outside; the prefactor is unchanged because $W[rR,rH]=W[rj,rh]$. Write $R=e^{i\delta}\bar R$ with $\bar R$ real. Outside, $e^{i\delta}h_l=\bar R+i(\sin\delta\,j+\cos\delta\,n)$, and both parts continue inward as real solutions, so ${\rm Im}\,G=-2\kappa\bar R^2$ at $r=r'$. With the unit-amplitude solution $\hat u=\kappa r\bar R$, $d\varepsilon=\kappa\,d\kappa$, and a normalised bound state $u_b$ if there is one, $-(1/\pi)\int d\varepsilon\,r^2\,{\rm Im}\,G$ becomes
$$\rho\equiv4\pi r^2n_L=u_b^2+\frac2\pi\int_0^{\kappa_F}d\kappa\,\hat u^2 .$$
Without correction the channel charge is $N_L=0.99533$; after six iterations of $\rho\to\Delta v\to\rho$ it is 0.99754, of which 0.99723 is bound. Finite-difference diagonalisation in a large box gives 0.99504 and 0.99740; the test allows for the discreteness of the box continuum. The converged $\Delta v$ lies between about $-1.16$ and $-0.26$ Ha, so it is attractive throughout the sphere and drops to zero by a step at $S$. This is the fixed point reached from the filled LSD channel, and it is not the only one. At lower occupation the mean $\Delta v$ is repulsive, up to about $+0.21$ Ha near $N=0.1$, which exceeds $\varepsilon_F-\varepsilon_r=0.15$ Ha. The same map therefore has two further fixed points, not part of the output below, with $N_L\approx0.28$ and $N_L\approx0.018$ and the resonance pushed up to 0.300 and 0.307 Ha, just above $\varepsilon_F$, where nothing is bound. What follows concerns the filled solution.

## Switching the correction on: the phase

Take $v_{\rm LSD}+\lambda\Delta v$ with the converged $\Delta v$ held fixed. Differentiating the radial equation with respect to $\lambda$ and to $\varepsilon$ gives $u_\lambda''=2[\ldots]u_\lambda+2\Delta v\,u$ and $\dot u''=2[\ldots]\dot u-2u$. Multiplying by $u$ and subtracting $u''$ times the derivative removes the bracket:
$$W[u,u_\lambda]'=2\Delta v\,u^2,\qquad W[u,\dot u]'=-2u^2 .$$
Both Wronskians vanish at the origin, and a change of normalisation adds a multiple of $u$, which drops out. At large $r$, $\hat u=\sin\theta$ with $\theta=\kappa r-l\pi/2+\delta$, so $\hat u_\lambda=\delta_\lambda\cos\theta$ and $W=-\kappa\delta_\lambda$:
$$\frac{d\delta}{d\lambda}=-\frac2\kappa\int_0^S\Delta v\,\hat u^2\,dr .$$
No smallness was assumed, and an attractive $\Delta v$ raises the phase at every energy. In the limit of a weak total potential $\hat u=\kappa rj_l$, and this is the Born phase $-2\kappa\int\Delta v\,j_l^2r^2dr$. At $\lambda=0$ the formula gives 473.83 rad at $\varepsilon_r+2\Gamma$ and 0.00820 rad at $\varepsilon_F$, both tested against finite differences of $-\arg F$.

## Switching the correction on: the pole

A zero of $F$ means $u'/u=\Lambda(\varepsilon)$ at $S$, where $\Lambda$ is the logarithmic derivative of $rh_l$. Along the pole path $du/d\lambda=u_\lambda+\varepsilon_\lambda\dot u$, and $W[u,du/d\lambda]=u^2\,d(u'/u)/d\lambda$. The two identities give $u(S)^2\dot\Lambda\,\varepsilon_\lambda=2\int_0^S\Delta v\,u^2-2\varepsilon_\lambda\int_0^Su^2$. For ${\rm Im}\,\kappa>0$ the second identity, applied to the decaying exterior solution from $S$ to infinity, shows $\tfrac12u(S)^2\dot\Lambda=\int_S^\infty u^2dr$. This integral is elementary. With $D=h_l^2-h_{l-1}h_{l+1}$ the recurrences give $(h_l^2)'=2h_lh_{l-1}-2(l+1)h_l^2/z$ and $(h_{l-1}h_{l+1})'=-3h_{l-1}h_{l+1}/z+h_l(h_{l-1}-h_{l+1})$. Subtracting and using $h_{l-1}+h_{l+1}=(2l+1)h_l/z$ gives $D'=(3h_{l-1}h_{l+1}-h_l^2)/z$, hence $(z^3D)'=2z^2h_l^2$ and $\int_S^\infty r^2h_l^2dr=-S^3D(\kappa S)/2$. Both $\dot\Lambda$ and this closed form are analytic in $\kappa$, so their equality continues to the lower half-plane, where the integral itself diverges:
$$\frac{d\varepsilon}{d\lambda}=\frac{\int_0^S\Delta v\,u^2dr}{\int_0^Su^2dr-\frac S2u(S)^2\left[1-h_{l-1}h_{l+1}/h_l^2\right]_{\kappa S}} .$$
The integrand is $u^2$, not $|u|^2$. For a bound state this is the Hellmann-Feynman theorem. As $\kappa\to0$ the ratio of Hankel functions tends to $(2l+1)/(2l-1)$ and the exterior term to $Su(S)^2/(2l-1)$, which is $\int_S^\infty$ of a squared $r^{-l}$ tail, as it should be for $l\ge1$.

At $\lambda=0$, $d\varepsilon/d\lambda=-0.336519+3.0453\times10^{-4}i$ Ha, with real and imaginary parts tested against displaced poles. The level falls, and $d\Gamma/d\lambda=-6.0906\times10^{-4}$ Ha. These two numbers reproduce the large phase derivative. With $x=\varepsilon-\varepsilon_r=2\Gamma$ the Breit-Wigner phase is $\pi-\arctan(\Gamma/2x)$, and $x^2+\Gamma^2/4=4.25\,\Gamma^2$. Then $\partial\delta/\partial\varepsilon_r=-(\Gamma/2)/(4.25\Gamma^2)=-1/(8.5\Gamma)$ and $\partial\delta/\partial\Gamma=-(x/2)/(4.25\Gamma^2)=-1/(4.25\Gamma)$, so
$$\frac{d\delta}{d\lambda}=\frac{0.336519}{7.1278\times10^{-4}}+\frac{6.0906\times10^{-4}}{3.5639\times10^{-4}}=472.12+1.71=473.83 .$$

## Crossing the threshold

Define $\lambda_c$ by $P(0,\lambda_c)=0$. There $y=(2l-1)!!\,r^{-l}$ and $u_0=B'r^{-l}$ outside, so $y=cu_0$ with $c=(2l-1)!!/B'$. Three quantities are needed.

First, $\kappa^{-l}rj_l\to r^{l+1}/(2l+1)!!$ and $W[r^{l+1},r^{-l}]=-(2l+1)$, so $Q=-(2l+1)B'/[(2l+1)!!]^2$.

Second, $(2l+1)!!\,\dot P=W[y,\dot u]+W[\dot y,u_0]$. The first term is $-2c\int_0^Su_0^2$. In the second, $\dot y\propto r^{2-l}$, so $W[y,\dot y]\propto r^{1-2l}$ vanishes at infinity for $l\ge1$ and $W[y,\dot y]_S=2\int_S^\infty y^2$, giving $W[\dot y,u_0]=-W[y,\dot y]/c=-2c\int_S^\infty u_0^2$. With the full norm $\mathcal N$, $(2l+1)!!\,\dot P=-2c\mathcal N$.

Third, $(2l+1)!!\,P_\lambda=cW[u_0,u_\lambda]=2c\int\Delta v\,u_0^2$.

The zero of $P$ moves as $d\varepsilon_0/d\lambda=-P_\lambda/\dot P=\int\Delta v\,u_0^2/\mathcal N\equiv\langle\Delta v\rangle$, and $Q/\dot P=B'^2/(2\mathcal N[(2l-1)!!]^2)\equiv b/2$. To leading order near threshold, $F=0$ reads
$$\frac{\kappa^2}2=(\lambda-\lambda_c)\langle\Delta v\rangle-\frac i2\,b\,\kappa^{2l+1}.$$
Let $\langle\Delta v\rangle<0$ and $l\ge1$, so that $\kappa^{2l+1}\ll\kappa^2$. For $\lambda<\lambda_c$ there are two roots, $\kappa$ and $-\kappa^*$, both below the real axis, with $\Gamma=b\kappa^{2l+1}$. They meet at $\kappa=0$. For $\lambda>\lambda_c$ put $\kappa=i\gamma$ and $\kappa=-i\gamma'$ and use $i^{2l+1}=i(-1)^l$:
$$-\tfrac12\gamma^2=\varepsilon_0+\tfrac12(-1)^lb\gamma^{2l+1},\qquad-\tfrac12\gamma'^2=\varepsilon_0-\tfrac12(-1)^lb\gamma'^{2l+1}.$$
Subtracting, with $\gamma^2-\gamma'^2\approx2\gamma(\gamma-\gamma')$, gives $\gamma-\gamma'=(-1)^{l+1}b\gamma^{2l}$. One root is the bound state, the other an antibound state that is not normalisable. At leading order the energy passes through zero linearly, with the same slope on both sides. For $l=0$ the norm diverges and the term $i\kappa Q$ dominates $\dot P\kappa^2/2$; a single root $\kappa=iP/Q$ slides up the imaginary axis and, unless a barrier inside the sphere makes $Q$ small, no sharp resonance precedes binding.

The model has $\lambda_c=0.43898$, $\langle\Delta v\rangle=-0.33730$ Ha and $b=8.035\times10^{-3}$ Ha bohr$^7$. The tested ratios $\Gamma/b\kappa^7$ are 0.9738 and 0.9868 at $|\lambda-\lambda_c|=0.04$ and 0.02, and $(\gamma-\gamma')/b\gamma^6$ is 1.0268 and 1.0133; the deviations halve with the distance, as the neglected terms, linear in $\varepsilon$ and $\lambda-\lambda_c$, require for $l\ge2$. For $l=1$ the replacement of $\gamma'$ by $\gamma$ adds a relative error of order $b\gamma^{2l-1}=b\gamma$, which falls only as $|\lambda-\lambda_c|^{1/2}$. At $\lambda=0$, $b\kappa^7=8.035\times10^{-3}\times0.54387^7=1.131\times10^{-4}$ Ha, and the true width is 0.74 of this. The leading law holds far better for the position than for the width: $\varepsilon_r/|\langle\Delta v\rangle|=0.147897/0.33730=0.4385$ differs from $\lambda_c$ by about 0.1% of $\lambda_c$. The path ends at
$$\varepsilon_b=-\tfrac12(0.61551)^2=-0.18943\ \text{Ha}=-5.15\ \text{eV},$$
confirmed by the extrapolated box eigenvalue. The first-order estimate is $0.147897-0.336519=-0.18862$ Ha, and the total shift is $-0.3373$ Ha ($-9.18$ eV). Binding requires $\lambda_c<1$, roughly $|\langle\Delta v\rangle|>\varepsilon_r$; otherwise an attractive correction leaves a lower, narrower resonance, like the $\lambda=0.25$ point at 0.0637 Ha with width $5.2\times10^{-6}$ Ha.

## Counting states

A zero of $F$ with ${\rm Im}\,\kappa>0$ is a normalisable eigenstate of a Hermitian operator, so it lies on the imaginary axis, and it is simple because the energy derivative of the Wronskian is proportional to the norm, as found for $\dot P$. At large $|\kappa|$ the potential enters at order $\int|v|dr/|\kappa|$ and $F\to1$. The argument principle on the upper half-plane gives a change $2\pi n_b$ of $\arg F$ along the real axis, and $F(-\kappa)=F(\kappa)^*$ makes the two halves contribute equally. With $\delta(\infty)=0$ and $F(0)\neq0$ this is Levinson's theorem, $\delta(0)=n_b\pi$. In a large box of radius $R_0$ the condition $\kappa R_0-l\pi/2+\delta=n\pi$ shows that the continuum gains $[\delta(\varepsilon_F)-\delta(0)]/\pi$ states below $\varepsilon_F$; adding $n_b$, the channel gains $\delta(\varepsilon_F)/\pi$ in all.

At fixed $\kappa>0$, $F$ cannot vanish, since $A\ne0$, so $\delta(\varepsilon_F)$ is continuous in $\lambda$ while $\delta(0)$ jumps by $\pi$ at $\lambda_c$. The step of $\pi$ slides down in energy, sharpens and leaves through threshold. Followed down from $\kappa=20$ bohr$^{-1}$, where the Born value fixes the branch, $\delta/\pi$ at $\kappa=0.02$ bohr$^{-1}$ is 0.000000 before and 1.000000 after the correction, and the box has zero and one negative eigenvalue. At $\varepsilon_F$ it is 0.99901 and 1.00063. The electron is moved, and 0.0016 of a state is added. The initial deficit 0.00099 has the size of the resonance tail: scaling the width by $(0.3/0.1479)^{7/2}=11.9$ gives $1.0\times10^{-3}$ Ha, and $\Gamma/[2\pi(\varepsilon_F-\varepsilon_r)]\approx0.0010$ at this leading order. If $\varepsilon_F$ lay at $\varepsilon_r$, where $\delta\approx\pi/2$, binding the level with this same $\Delta v$ would add about half a state. The $\Delta v$ built from the half-filled channel, however, is slightly repulsive on average and would push the level above $\varepsilon_F$ instead.

## Many sites

An outgoing wave from site $j$ is regular near site $i$, which defines the structure constants: $-2i\kappa h_lY_L(\mathbf r-\mathbf R_j)=\sum_{L'}j_{l'}Y_{L'}(\mathbf r-\mathbf R_i)\,g^{ij}_{L'L}$, $g^{ii}=0$. Place a source at $\mathbf r'$ in sphere $i$ and let $Z_L=R_L/t_L$. By the single-site Green function the source emits amplitudes $s_L=R_L(r')Y_L^*=t_LZ_L(r')Y_L^*$. Outgoing amplitudes $\beta$ and incoming ones $\alpha$ obey $\beta=s+t\alpha$ and $\alpha=g\beta$. Multiplying by $t^{-1}$ gives $\beta=\tau t^{-1}s$ with $\tau=(t^{-1}-g)^{-1}$, and $t\alpha=\beta-s=(\tau-t)\,t^{-1}s$. The incoming waves add $\sum_LR_LY_L\alpha_L=\sum_LZ_LY_L(t\alpha)_L$ inside the sphere:
$$G(\mathbf r,\mathbf r')=G_{\rm single}+\sum_{LL'}Z_L(r)Y_L\,(\tau^{ii}-t)_{LL'}Z_{L'}(r')Y_{L'}^* .$$
Projecting on $Y_L$ on both sides keeps $\tau^{ii}_{LL}$ alone, so $n_L$ needs one diagonal element and no localised orbital has to be built. For $g\to0$, $\tau=t$ and the single-site density returns; that density is the one used in the model.

Levels follow from $\det(t^{-1}-g)=0$. For two sites a distance $R$ apart on the $z$ axis $m$ is conserved; the $m=3$ block was solved with $l=3,4,5$, split by mirror parity. An independent value comes from Green's theorem on the half-space $z<R/2$, where the atomic state $\phi$ and the pair state $\psi_\pm$ share one Hamiltonian: $(\varepsilon_\pm-\varepsilon_b)\int\phi^*\psi_\pm=-\tfrac12\int dS\,(\phi^*\partial_z\psi_\pm-\psi_\pm\partial_z\phi^*)$. To leading order in the tail, $\psi_\pm=(\phi\pm\phi_{\rm mirror})/\sqrt2$ and the overlap is $1/\sqrt2$. On the midplane $\psi_+=\sqrt2\phi$, $\partial_z\psi_+=0$, $\psi_-=0$, $\partial_z\psi_-=\sqrt2\,\partial_z\phi$, so
$$\varepsilon_--\varepsilon_+=-\frac d{dz}\int dS\,|\phi|^2\Big|_{z=R/2}.$$
Determinant and surface integral both give $4.6715\times10^{-5}$ Ha at 5.5 bohr and $5.3630\times10^{-6}$ Ha at 7 bohr. The uncorrected resonances split by $1.684\times10^{-4}$ and $4.215\times10^{-5}$ Ha, which is 3.6 and 7.9 times the bound values. These are differences of the real parts of two poles whose mean width remains $\Gamma=8.4\times10^{-5}$ Ha, so at 7 bohr the splitting is about half that mean width. On the plane $|\phi|^2$ carries $e^{-2\gamma r}$ with $r\ge R/2$, so the bound splitting decays as $e^{-\gamma R}$ times powers of $1/R$. At these distances the exponential supplies a factor $e^{0.61551\times1.5}=2.52$ of the observed 8.71, and the rest is algebraic. In the opposite limit $\gamma R\to0$ the coefficient of $r^{l}$ in the re-expansion of $r^{-l-1}Y_L$ scales as $R^{-2l-1}$ by dimensions, a factor $(7/5.5)^7=5.41$.

## Level shift against energy

The level drops by 0.337 Ha, yet $E_{\rm SIC}=-(0.49277-0.48993)=-0.0028$ Ha ($-0.08$ eV). The two weigh the terms differently: $U$ is quadratic in $\rho$, so $\int\rho v_H=2U$, while $\int\rho v_x=\tfrac43E_x$. Hartree and exchange give $-(0.98554-0.61535)=-0.37019$ Ha for $\int\rho\,\Delta v$, which is 0.032 Ha below the bound-state mean $-0.33794$ Ha. Correlation accounts for most of this difference: its potential lies below its energy per electron, so it adds more than $0.48993-0.46151=0.0284$ Ha to $\int\rho\,\Delta v$. A large level shift thus does not imply a large energy gain.

The small $E_{\rm SIC}$ is not robust against the spherical average. Keeping $|Y_{33}|^2$ with the same radial density multiplies $E_x$ by the angular mean of $(4\pi|Y_{33}|^2)^{4/3}$, which is 1.1539, and adds multipole terms to $U$. Then $U+E_x=0.52933-0.53253=-0.0032$ Ha, against $0.49277-0.46151=+0.0313$ Ha when averaged. The change of $-0.034$ Ha, with correlation not recomputed, is twelve times $|E_{\rm SIC}|$. For the filled solution of this model the passage from resonance to bound state has a margin of 0.19 Ha, or about 0.17 Ha to first order without the average, since $-2\,\delta U-\tfrac43\,\delta E_x\approx+0.022$ Ha, whereas the sign of $E_{\rm SIC}$ depends on the averaging: with correlation held at its averaged value $-0.0284$ Ha, the unaveraged density gives $E_{\rm SIC}=-(-0.0032-0.0284)=+0.032$ Ha. A decision for or against correcting the channel would also need the change of the LSD energy, which is not computed here.

## Computed values

```
inputs: V0=16.4 Ha, a=1.0 bohr, S=2.5 bohr, eF=0.3 Ha, l=m=3
threshold depth Vc = 16.6087 Ha; estimate (5/7)(Vc-V0) = 0.1491 Ha
variation test: finite diff -0.00083849 Ha, operator -0.00083849 Ha
LSD pole k = 0.543870 -7.7093e-05i 1/bohr
eps_r = 0.147897 Ha = 4.0245 eV; Gamma = 8.3857e-05 Ha = 2.282 meV
phase rise over eps_r +- Gamma/2 = 1.5708 rad
LSD: N_L = 0.99533 e (box 0.99504), U = 0.49115 Ha, Exc = -0.48964 Ha
SCF iterations = 6
SIC: N_L = 0.99754 e (box 0.99740), bound part 0.99723 e
SIC: U = 0.49277 Ha, Exc = -0.48993 Ha, Ex = -0.46151 Ha
E_SIC = -0.00284 Ha = -0.077 eV
dv: min -1.1588 Ha, max -0.2584 Ha, bound-state mean -0.33794 Ha
eps_b = -0.189426 Ha = -5.1546 eV (box -0.189426 Ha), gamma = 0.61551 1/bohr
total shift eps_b-eps_r = -0.33732 Ha = -9.179 eV
d delta/d lam: 473.83 rad at eps_r+2Gamma, 0.00820 rad at eF
d eps/d lam at lam=0: -0.336519 +3.0453e-04i Ha; first-order eps_b -0.18862 Ha
lam_c = 0.43898, slope <dv> = -0.33730 Ha, b = 8.03491e-03 Ha bohr^7
|lam-lam_c|=0.04: Gamma/(b k^7) = 0.9738, (gam-gam')/(b gam^6) = 1.0268
|lam-lam_c|=0.02: Gamma/(b k^7) = 0.9868, (gam-gam')/(b gam^6) = 1.0133
lam=0.00: Re eps = +0.14790 Ha, Gamma = 8.386e-05 Ha
lam=0.25: Re eps = +0.06371 Ha, Gamma = 5.228e-06 Ha
lam=0.50: Re eps = -0.02059 Ha, Gamma = 0.000e+00 Ha
lam=0.75: Re eps = -0.10497 Ha, Gamma = 0.000e+00 Ha
lam=1.00: Re eps = -0.18943 Ha, Gamma = 0.000e+00 Ha
delta(k=0.02)/pi: LSD 0.000000, SIC 1.000000
delta(eF)/pi: LSD 0.99901, SIC 1.00063
delta(k=20): LSD 0.7725 rad, SIC 0.8308 rad
R=5.5 bohr odd-even: resonance 1.684e-04, bound 4.6715e-05, surface 4.6715e-05 Ha
R=7.0 bohr odd-even: resonance 4.215e-05, bound 5.3630e-06, surface 5.3630e-06 Ha
no averaging, Y33: U = 0.52933 Ha, Ex = -0.53253 Ha, factor 1.1539
```
